# Why linear conductance versus gate shows no vibrational sidebands

**Question**

I am modelling a single-molecule transistor as one electronic level coupled to one vibration. The spectral function of an electron on the molecule has a main line and sidebands one, two, three… quanta higher. Linear conductance measures the spectral function at the Fermi level, and the gate moves the level past the Fermi level. I therefore expect a main conductance peak followed by a row of sideband peaks as I sweep the gate. A colleague says that Pauli blocking removes them until $eV$ exceeds the vibrational quantum. Who is right, and where does my argument go wrong?

**Answer**

Your colleague is right at low temperature. Your spectral function describes an electron entering an empty molecule. At the gate voltages where you expect sidebands, the molecule is already full.

**The model and the one-electron result**

Take one spinless level, with $w$ the energy of a vibrational quantum:

$$H_{\rm mol}=\varepsilon_0 d^\dagger d+w\,b^\dagger b+\sqrt g\,w\,(b+b^\dagger)d^\dagger d .$$

With the level occupied, completing the square gives

$$H_{\rm mol}=\varepsilon_0-gw+w(b^\dagger+\sqrt g)(b+\sqrt g).$$

The oscillator is displaced and the level is lowered by $gw$. I measure energies from the Fermi energy and write $\Delta=\varepsilon_0-gw$, which the gate controls. The occupied states $|\tilde m\rangle$ have energies $\Delta+mw$. The undisplaced ground state is a coherent state of the displaced oscillator, so

$$P_m=|\langle\tilde m|0\rangle|^2=e^{-g}g^m/m!.$$

Wide-band leads give the level a width $\Gamma=\Gamma_L+\Gamma_R$. First suppose that the leads are empty. An electron arriving with energy $\varepsilon$ may leave behind $n$ quanta, with amplitude proportional to $\langle n|\mathcal G|0\rangle$, where $\mathcal G=(\varepsilon-H_{\rm mol}+i\Gamma/2)^{-1}$. Summing over $n$ by completeness gives

$$T(\varepsilon)=\Gamma_L\Gamma_R\langle0|\mathcal G^\dagger\mathcal G|0\rangle=\Gamma_L\Gamma_R\sum_m\frac{P_m}{(\varepsilon-\Delta-mw)^2+\Gamma^2/4}.$$

These sidebands are real for a lone electron. Your step is to put this $T$ into $G=(e^2/h)\int(-f')\,T\,d\varepsilon$, which predicts gate peaks at $\Delta=-mw$. For $m\ge1$ the level then lies below the Fermi energy and is occupied, so the assumed process would put a second electron into a full level.

**Rates with a Fermi sea**

Let $\Gamma\ll kT$, so that electrons tunnel one at a time, and let $\beta=1/kT$. If the vibration gains $k$ quanta, filling the level takes an electron of energy $\Delta+kw$ from a lead, while emptying it releases an electron of energy $\Delta-kw$. Sidebands thus lie above an empty level and below a full one.

Let $u_q\propto e^{-\beta wq}$ be the thermal weights and $F_{qq'}=|\langle q|\tilde q'\rangle|^2$. Reversing the oscillator coordinate reverses the displacement, which gives $F_{qq'}=F_{q'q}$. Filling and emptying therefore share the weights $p_k=\sum_q u_qF_{q,q+k}$, and

$$p_{-k}=\sum_q u_{q+k}F_{q+k,q}=e^{-k\beta w}p_k .$$

The rates through lead $\alpha$ at zero bias are $\Gamma_\alpha W_{\rm in}/\hbar$ and $\Gamma_\alpha W_{\rm out}/\hbar$, with

$$W_{\rm in}=\sum_kp_kf(\Delta+kw),\qquad W_{\rm out}=\sum_kp_k[1-f(\Delta-kw)].$$

Use $f(x)=e^{-\beta x}[1-f(x)]$ in $W_{\rm in}$, absorb $e^{-k\beta w}$ into $p_{-k}$, and rename $k\to-k$. The result is detailed balance, $W_{\rm in}=e^{-\beta\Delta}W_{\rm out}$.

Call the rates through each lead $i_\alpha$ (in) and $o_\alpha$ (out). The steady occupation is $(i_L+i_R)/(i_L+i_R+o_L+o_R)$, and the current through the left contact is

$$I=e\,\frac{i_Lo_R-o_Li_R}{i_L+i_R+o_L+o_R}.$$

Shift the lead potentials by $\mu_L$ and $\mu_R$, with $\mu_L-\mu_R=eV$. Then $i_\alpha=e^{-\beta(\Delta-\mu_\alpha)}o_\alpha$, and the numerator becomes $o_Lo_Re^{-\beta\Delta}(e^{\beta\mu_L}-e^{\beta\mu_R})$. To first order this is $\beta eV\,\Gamma_L\Gamma_RW_{\rm in}W_{\rm out}/\hbar^2$, so

$$G=\frac{e^2}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}\,\beta\,\frac{W_{\rm in}W_{\rm out}}{W_{\rm in}+W_{\rm out}}.$$

I assumed that the vibration stays thermal. To first order in bias it does, even with no other relaxation. Try probabilities $u_q(1-P)$ for the empty states and $u_qP$ for the full ones. The net flow from $(0,q)$ to $(1,q')$, at electron energy $E=\Delta+(q'-q)w$, is proportional to

$$F_{qq'}u_qe^{-\beta E}[1-f(E)]\sum_\alpha\Gamma_\alpha\left[(1-P)(1+\beta\mu_\alpha)-Pe^{\beta\Delta}\right].$$

The sum does not contain $q$ or $q'$, so one choice of $P$ makes every net flow vanish together. This works because both leads share the same factors $F_{qq'}$.

**Why there is a single peak**

Set $a=\beta\Delta/2$, $b_k=k\beta w/2$ and $p_k=e^{b_k}q_k$. The relation between $p_k$ and $p_{-k}$ then says $q_{-k}=q_k$. Since $f(x)=e^{-\beta x/2}/[2\cosh(\beta x/2)]$,

$$W_{\rm in}=\frac{e^{-a}}2\sum_k\frac{q_k}{\cosh(a+b_k)},\qquad \frac{W_{\rm out}}{W_{\rm in}+W_{\rm out}}=\frac1{1+e^{-2a}}=\frac{e^{a}}{2\cosh a}.$$

Their product is $\frac{1}{4\cosh a}\sum_kq_k/\cosh(a+b_k)$. Average the terms $k$ and $-k$:

$$\frac12\left[\frac1{\cosh(a+b)}+\frac1{\cosh(a-b)}\right]=\frac{\cosh a\cosh b}{\cosh(a+b)\cosh(a-b)}=\frac{\cosh a\cosh b}{\cosh^2a+\sinh^2b}.$$

The factor $\cosh a$ cancels. Because $q_k\cosh b_k=(p_k+p_{-k})/2$ and the denominator is even in $k$, the sum may be written with $p_k$:

$$\boxed{G=\frac{e^2}{\hbar}\frac{\Gamma_L\Gamma_R}{\Gamma}\frac{1}{4kT}\sum_k\frac{p_k}{\cosh^2(\Delta/2kT)+\sinh^2(kw/2kT)}}$$

In the index and in $kw$, $k$ counts quanta; in $kT$ it is Boltzmann's constant. Every term decreases as $|\Delta|$ grows. Within this model, the sequential-tunnelling conductance therefore has one gate peak, at $\Delta=0$, for any $g$ and any temperature. At large $g$, $\Gamma\ll kT$ is not enough to make it the whole conductance. At low temperature its peak scales as $e^{-g}$, while cotunnelling through the states $m\ge1$ (below) falls only roughly as $1/g^2$. For $w=5$ meV, $\Gamma_L=\Gamma_R=0.005$ meV and 1.5 K, cotunnelling at $\Delta=0$ is about 1% of the boxed value at $g=10$ and about 45 times larger than it at $g=20$. The low-temperature cotunnelling term also decreases with $|\Delta|$.

Heating the leads and the vibration to the same temperature does not restore the sideband peaks. For $kT\ll w$, process $k\ne0$ contributes a plateau that ends near $|\Delta|=|k|w$, with height about $4(p_k/p_0)e^{-|k|w/kT}$ relative to the central peak. It can lift the tail of the central peak, but it makes no new maximum.

The formula is also even in $\Delta$, as it must be: exchanging electrons and holes maps $\Delta$ to $-\Delta$. Your prediction has sidebands on one side only and breaks this symmetry.

**Far from the peak**

The rate result becomes exponentially small there, and the next order in tunnelling takes over. Let $t_\alpha$ be the tunnel amplitudes and $\rho_\alpha$ the lead densities of states, with $\Gamma_\alpha=2\pi\rho_\alpha t_\alpha^2$. At low temperature the vibration starts and ends in its ground state.

- If the level is empty, an electron enters and then leaves. The intermediate energy cost is $\Delta+mw$.
- If the level is full, its electron leaves first and is then replaced. The cost is $|\Delta|+mw$.

Up to a sign, the amplitude is $t_Lt_RS$ with $S=\sum_mP_m/(|\Delta|+mw)$. The golden rule gives $I=e(2\pi/\hbar)\rho_L\rho_Rt_L^2t_R^2S^2\,eV$, hence

$$G_{\rm cot}=\frac{e^2}{h}\Gamma_L\Gamma_R\left[\sum_m\frac{P_m}{|\Delta|+mw}\right]^2 .$$

This also falls steadily with $|\Delta|$. The lone-electron amplitude would instead have denominators $\Delta+mw$, which vanish at your sideband positions.

If $\Gamma$ is not small compared with $kT$, the proof above does not apply, but the blocking can still be seen at second order in the coupling $M=\sqrt g\,w$. At zero temperature an electron at energy $\varepsilon>0$ can emit a quantum only into an empty state at $\varepsilon-w>0$. The golden rule gives

$$\operatorname{Im}\Sigma(\varepsilon)=-\pi M^2\rho(\varepsilon-w)\quad(\varepsilon>w),$$

where $\rho$ is the level's Lorentzian density of states. Holes behave likewise below $-w$, and the inelastic part vanishes for $|\varepsilon|<w$. Without a sea, emission would be allowed at $\varepsilon=0$ too. With $w=1$, $M=0.4$, $\Gamma=0.5$ and the level at 0.3, it would give $\operatorname{Im}\Sigma(0)=-0.023$. This shows that the loss channel is closed at the Fermi level; it does not by itself count gate peaks.

**What a finite bias changes**

Let $\mu_L>\mu_R$, $kT\ll w$, and let the vibration start in its ground state. If $\Delta>\mu_L$ the level cannot fill, and if $\Delta<\mu_R$ it cannot empty. Sequential current needs $\mu_R<\Delta<\mu_L$. New channels open at

$$\Delta+kw=\mu_L\ \text{(filling)},\qquad \Delta-kw=\mu_R\ \text{(emptying)}.$$

Either line lies inside the window only if $eV\ge kw$. This bias is necessary but not sufficient, since the gate must also put $\Delta$ on the line. Inelastic cotunnelling has the same threshold: an electron that starts below $\mu_L$, loses $w$ and ends above $\mu_R$ needs $eV\ge w$.

At zero bias and low temperature, the sidebands lie on the side of the molecular level away from the Fermi energy, so the gate cannot bring them to it. Inside the bias window the level is empty part of the time and full part of the time, so it has sidebands on both sides. An upper one can give a peak when it meets $\mu_L$, a lower one when it meets $\mu_R$.

**Numbers for a molecular transistor**

Take $w=5$ meV, $g=1$, $\Gamma_L=\Gamma_R=0.005$ meV and $T=1.5$ K. Then $kT=0.1293$ meV, $w/kT=38.7$ and $P_0=P_1=0.368$. With $e^2/h=38.74$ µS, $e^2/\hbar=243.4$ µS. Only $k=0$ matters at the peak:

$$G(0)=243.4\times\frac{0.0025}{4\times0.1293}\times0.368\approx0.433\ \text{µS}.$$

Integrating the lone-electron $T(\varepsilon)$ numerically over the thermal window gives 0.424 µS at $\Delta=0$. The 2% difference from the rate result comes from the finite level width. The same integral gives 0.424 µS at $\Delta=-5$ meV, because $P_1=P_0$. Your argument thus predicts a first sideband as high as the main peak.

At $|\Delta|=5$ meV the rate formula gives only $4\times10^{-17}$ µS. For cotunnelling, $\sum_mP_m/(m+1)=1-e^{-1}=0.632$, so

$$G_{\rm cot}=38.74\times(0.005)^2\times(0.632/5)^2\approx1.5\times10^{-5}\ \text{µS}.$$

The false sideband is about 27,000 times larger than the conductance at that gate position.

Now apply the bias symmetrically, $\mu_{L,R}=\pm eV/2$, with $\Delta$ held fixed as $V$ varies. Near $\Delta=\mu_L$, the left lead fills with weight $P_0f$ and empties with weight $P_0(1-f)$. The right lead empties with weight $rP_0$, where $r=1$ at $eV=3$ meV and $r=(P_0+P_1)/P_0=2$ at 8 meV. With a thermal vibration,

$$I=\frac{e\Gamma P_0}{2\hbar}\,\frac{r}{1+r}\,f .$$

Half of $eV$ moves $\mu_L$, and the steepest slope of $f$ is $1/4kT$. The peak in $dI/dV$ is therefore

$$\frac{e^2}{\hbar}\frac{\Gamma P_0}{2}\,\frac{r}{1+r}\,\frac1{8kT}=0.216\ \text{µS}\ (r=1),\qquad 0.289\ \text{µS}\ (r=2).$$

At 3 meV the gate trace has these peaks at $\Delta=\pm1.5$ meV and no others above 2% of the maximum.

At 8 meV the main peaks are at $\pm4$ meV, and two sidebands appear near $\pm1$ meV. At the positive one, a second emptying channel opens by a fraction $h$, and $I\propto(1+h)/(2+h)$. Its thermal slope gives $dI/dV\propto h(1-h)/(2+h)^2$, which is largest at $h=0.4$, with value $1/24$. The height is $(e^2/\hbar)(\Gamma P_0/2)/(48kT)=0.072$ µS. The position is shifted by $-kT\ln1.5$ to 0.95 meV, and the other sideband is its mirror image.

If the vibration has no relaxation except through tunnelling, the populations of its states must be solved for as well. A numerical steady state with twelve vibrational levels again gives two peaks at 3 meV and four at 8 meV. The four lie near $\pm4.05$ and $\pm1.03$ meV, on a gate grid of 0.025 meV, with heights 0.289 and 0.072 µS.

At 20 K, with the other parameters fixed, $G(5\ \text{meV})/G(0)=0.26$. The $k=0$ term alone would give 0.20. The vibration raises the tail, but no sideband peak forms.

**How this relates to a real device**

The mode energy is a rough value for the motion of a C$_{60}$ molecule against its contacts. The coupling and the equal tunnel widths are round choices, and real contacts need not be equal. Unequal widths change the height of the linear peak through $\Gamma_L\Gamma_R/\Gamma$, not the number of peaks. At finite bias they also make the sidebands unequal, and one that opens at the contact with the larger width can be too weak to see.

Real electrons have spin. If charging forbids double occupation, the filling rate doubles. At 1.5 K this moves the linear peak by $\tfrac12kT\ln2=0.045$ meV and raises it by a factor of 1.37, still leaving one peak. For a rough charging energy of 200 meV, a simple estimate of the extra cotunnelling amplitude through the doubly charged molecule at $\Delta=-5$ meV is 4% of the main amplitude.

The model leaves out other vibrations, anharmonicity and Kondo correlations. It also ignores that motion against the contacts changes the tunnel amplitudes. The two leads then no longer share the same factors $F_{qq'}$, and the single-peak proof does not cover that case. If charging changes the vibrational frequency, the symmetry $F_{qq'}=F_{q'q}$ is no longer guaranteed, and the single-peak proof must be reconsidered. A vibration kept hotter than the leads by another source can also supply energy. Sidebands can then appear even in the linear conductance, near $\Delta=\pm w$, so the bias threshold assumes a cold vibration.

Numbers in the example were calculated in double precision.
